# Precursor flow from a saturated ideal bubbler

A carrier gas enters a closed vessel holding a liquid precursor, takes up vapour, and leaves through an outlet. Let \(F_c\) be the number of carrier particles fed in per unit time, \(F_p\) the number of precursor molecules carried out per unit time, \(P\) the total pressure of the gas above the liquid, and \(p_s\) the saturation pressure of the precursor at the temperature of the liquid surface. Suppose that the flow is steady, that the outgoing gas is saturated, and that the outlet does not separate the species. Neglect also the small effect of the total pressure on the liquid. The other quantities that could matter are then the thermal energy \(\theta=k_BT\) and the gas volume \(V\). Among all of these, time enters through the two flows alone, so \(F_p/F_c\) can depend only on the dimensionless groups \(p_s/P\) and \(PV/\theta\). The second group is the number of gas particles in the vessel. The composition of a uniform gas does not depend on how much of it there is, so this group drops out, and

\[
F_p=F_c\,f(x),\qquad x=\frac{p_s}{P}.
\]

A symmetry restricts the function \(f\). When two ideal gases leave together through an outlet that does not separate them, their molecular masses do not affect their shares of the outflow, and for counting particles nothing but the names distinguishes carrier from vapour. If the species with pressure fraction \(x\) flows out at \(f(x)\) times the rate of the other, then the other, with fraction \(1-x\), flows out at \(1/f(x)\) times the rate of the first. Hence

\[
f(x)\,f(1-x)=1 .
\]

Without vapour there is no precursor flow, so \(f\to0\) as \(x\to0\), and the symmetry then makes \(f\) diverge as \(x\to1\). The guess \(f=x\) violates the condition, whereas \(f=x/(1-x)\) satisfies it. The symmetry does not single out this function, however. That takes phase equilibrium and a particle balance, which lead to

\[
F_p=F_c\,\frac{p_s}{P-p_s},\qquad P>p_s. \tag{1}
\]

Division of both flows by Avogadro's number gives the same relation between molar flows.

The algebra is in atomic units, \(\hbar=m_e=e=1\), with temperature expressed as the energy \(\theta\). The relations keep their form in any consistent units, and the numbers below use eV and ångström, so that pressures are in eV/Å³. Flows are per second.

The first question is what partial pressure \(p\) the vapour reaches. Take both gases as ideal, the carrier as inert and insoluble in the liquid, the liquid surface as flat, and the precursor as evaporating in a single molecular form. Consider a closed sample at fixed \(\theta\) and \(P\) with \(N_c\) carrier particles, \(N_p\) vapour molecules and \(N-N_p\) molecules in the liquid. With \(r=N_p/N_c\), the ideal-gas law gives the partial pressures

\[
p=P\,\frac{r}{1+r},\qquad p_c=P\,\frac{1}{1+r}.
\]

The Gibbs energy is the sum of particle numbers times chemical potentials. Divided by \(N_c\), and without the constant \(N\mu_l/N_c\), it is

\[
g(r)=r\,[\mu_g(\theta,p)-\mu_l(\theta,P)]+\mu_c(\theta,p_c).
\]

The chemical potential of an ideal gas depends on its partial pressure as \(\theta\ln p\) plus a function of temperature. Differentiation therefore gives

\[
\frac{dg}{dr}=\mu_g-\mu_l
+r\theta\,\frac{d}{dr}\ln\frac{r}{1+r}
+\theta\,\frac{d}{dr}\ln\frac{1}{1+r}.
\]

The first logarithm has derivative \(1/[r(1+r)]\) and the second \(-1/(1+r)\). The last two terms are thus \(\theta/(1+r)\) and \(-\theta/(1+r)\), and they cancel, as the Gibbs–Duhem relation requires. What remains is

\[
\frac{dg}{dr}=\mu_g(\theta,p)-\mu_l(\theta,P),\qquad
\frac{d^2g}{dr^2}=\frac{\theta}{r(1+r)}>0 .
\]

A stationary point is therefore a minimum, and it lies where the two chemical potentials of the precursor are equal. The carrier enters this condition through the total pressure on the liquid.

The saturation pressure is defined for the pure substance by \(\mu_g(\theta,p_s)=\mu_l(\theta,p_s)\). If the liquid is incompressible, with volume \(v\) per molecule, raising its pressure from \(p_s\) to \(P\) raises \(\mu_l\) by \(v(P-p_s)\). Changing the vapour pressure from \(p_s\) to \(p\) changes \(\mu_g\) by \(\theta\ln(p/p_s)\). Equality is kept if the two changes agree:

\[
\theta\ln\frac{p}{p_s}=v(P-p_s)
\quad\Longrightarrow\quad
p=p_s\exp\!\left[\frac{v(P-p_s)}{\theta}\right]. \tag{2}
\]

In this ideal-gas model the carrier slightly increases the vapour pressure, because it squeezes the liquid. In a real gas the interaction between carrier and vapour molecules adds a further term proportional to the pressure. For nitrogen or argon over a liquid of decane-sized molecules, corresponding-states estimates of the second virial coefficients make that term two to three times the one shown. Equation (2) therefore gives only the order of magnitude of the correction for a real carrier. When \(v(P-p_s)\ll\theta\), the exponential is close to one and \(p\simeq p_s\). This approximation is part of the statement (1).

The second question is how the composition of the gas fixes the flows. Let the gas above the liquid be well mixed, and let the outlet pass it as a bulk flow that does not separate the species. If the total outflow is \(F_{\rm out}\), the carrier leaves at \(F_{\rm out}(P-p)/P\) and the precursor at \(F_{\rm out}\,p/P\). The number of carrier particles in the vessel obeys

\[
\frac{dN_c}{dt}=F_c-F_{\rm out}\,\frac{P-p}{P}.
\]

In steady state the left side vanishes, and

\[
F_{\rm out}=F_c\,\frac{P}{P-p}.
\]

The precursor flow is the fraction \(p/P\) of this:

\[
F_p=F_{\rm out}\,\frac{p}{P}=F_c\,\frac{p}{P-p}. \tag{3}
\]

Setting \(p=p_s\) gives (1). The denominator is the partial pressure of the carrier, because the known flow \(F_c\) is that of the carrier alone. The expression \(F_cp_s/P\) would multiply the vapour fraction by the inflow, although it is the larger outflow that has this composition. Its shortfall relative to (1) is

\[
1-\frac{F_cp_s/P}{F_cp_s/(P-p_s)}
=1-\frac{P-p_s}{P}=\frac{p_s}{P}.
\]

For dilute vapour, \(p_s\ll P\), the two expressions agree to leading order.

For an example, take a model precursor with \(p_s=1.00\times10^{-9}\) eV/Å³ in a vessel at \(P=1.00\times10^{-8}\) eV/Å³, fed with \(F_c=4.50\times10^{19}\) s⁻¹. Then

\[
F_p=4.50\times10^{19}\,
\frac{1.00\times10^{-9}}{(10.0-1.00)\times10^{-9}}\ {\rm s^{-1}}
=5.00\times10^{18}\ {\rm s^{-1}},
\]

which is \(8.30\times10^{-6}\) mol/s. The total outflow is \(5.00\times10^{19}\) s⁻¹, one tenth of it precursor. The expression \(F_cp_s/P\) gives \(4.50\times10^{18}\) s⁻¹, which is 10 percent below the value from (1).

The neglected effect of the pressure on the liquid is easily estimated here. With \(v=300\) Å³ and \(\theta=0.027\) eV, the exponent in (2) is

\[
\frac{300\times9.00\times10^{-9}}{0.027}=1.00\times10^{-4}.
\]

Numerical minimisation of the Gibbs energy with this liquid volume gives a ratio \(N_p/N_c\) of 0.111123, against 0.111111 from (1). The relative difference is about one part in ten thousand.

The pressure in (1) is that of the gas above the liquid, which is assumed to leave saturated. It is not the higher pressure inside bubbles below the surface, provided that the gas takes up further vapour as it rises and expands. Gas that became saturated at depth and took up no more would leave unsaturated and carry less precursor than (1) predicts. At the pressure of the example, 1.6 kPa, the difference is large: 10 cm of a liquid of density 850 kg/m³ raises the bubble pressure by a factor 1.52, and gas saturated only at that depth would carry 0.63 of the flow from (1). A reactor downstream of a flow restriction is at a lower pressure \(P_d\). In the example \(P_d=2.00\times10^{-9}\) eV/Å³, and inserting this for \(P\) would reduce the denominator from \(9.00\times10^{-9}\) to \(1.00\times10^{-9}\) eV/Å³. The predicted flow would be \(4.50\times10^{19}\) s⁻¹, nine times too large.

The result also requires that no vapour is lost on the way. If the gas moves to a place with pressure \(P'\) without changing composition, the precursor's partial pressure there is \(p_sP'/P\). Equilibrium excludes condensation on a flat wall if this does not exceed the saturation pressure at the local wall temperature. Gas cooled by a sudden expansion can be colder than the wall, and its own temperature then sets the limit. At a given temperature, a fall in total pressure along the line helps; a cold wall hurts.

The divergence of (1) as \(P\) approaches \(p_s\) from above has a direct meaning: the carrier's share of the gas goes to zero, so each carrier particle must be accompanied by ever more vapour. For \(P\le p_s\), with the liquid volume neglected, the slope of the Gibbs energy is

\[
\frac{dg}{dr}=\theta\ln\!\left(\frac{P}{p_s}\,\frac{r}{1+r}\right)<0
\]

at every finite \(r\), since \(r/(1+r)<1\). There is no equilibrium composition. Evaporation lowers the Gibbs energy as long as liquid remains, and the liquid can boil. Equation (1) would give a negative flow for \(P<p_s\), which signals that its premise is gone. The delivery is then governed by what limits evaporation or outflow, such as the heat supply. The numerical minimisation at \(P=0.9\,p_s\) shows this behaviour: the ratio runs to whatever upper bound is set.

Saturation itself is an assumption about rates. A simple model lets the liquid evaporate at the net rate \(G(p_s-p)\), with a constant coefficient \(G\) and with the small correction in (2) neglected. Define the degree of saturation \(s=p/p_s\). Equation (3) did not assume saturation, so it gives

\[
F_p=F_c\,\frac{s\,p_s}{P-s\,p_s}.
\]

In steady state the precursor leaving must equal the precursor evaporating, \(F_p=Gp_s(1-s)\), so that

\[
1-s=\frac{F_p}{Gp_s}. \tag{4}
\]

The gas is nearly saturated when the delivered flow is small compared with \(Gp_s\), the rate of evaporation into a gas free of vapour. At fixed \(P\) and constant \(G\), a growing carrier flow eventually breaks this condition. Equating the two expressions for \(F_p\) gives \(F_c\,s=G(1-s)(P-s\,p_s)\le GP\), hence \(s\le GP/F_c\). Thus \(s\to0\) as \(F_c\to\infty\), and \(F_p\) tends to \(Gp_s\) instead of growing without limit. This limit rests on the constancy of \(G\), which suits a fixed liquid surface. In a bubbler the bubble surface grows with the carrier flow. Over any range in which \(G\) is proportional to \(F_c\), the same equation gives a value of \(s\) independent of \(F_c\), and \(F_p\) stays proportional to \(F_c\).

In many arrangements \(P\) is not held fixed by a regulator but results from the flow through the outlet. Let the outlet have a constant conductance \(C\), so that \(F_{\rm out}=C(P-P_d)\). This is a model chosen for its simple algebra. A constant conductance is characteristic of molecular flow, which separates species by mass. A restriction that passes the gas as a bulk flow follows other laws: an outflow proportional to \(P^2-P_d^2\) for laminar flow in a tube, or to \(P\) alone, with a coefficient that depends on composition, for a choked orifice. For saturated gas the steady total outflow found above gives

\[
C(P-P_d)=F_c\,\frac{P}{P-p_s}.
\]

Multiplying by \((P-p_s)/C\) and collecting powers of \(P\),

\[
q(P)\equiv P^2-\left(P_d+p_s+\frac{F_c}{C}\right)P+P_dp_s=0. \tag{5}
\]

Inserting \(P=p_s\) leaves \(q(p_s)=-F_cp_s/C\), and inserting \(P=P_d\) leaves \(q(P_d)=-F_cP_d/C\). For \(P_d>0\) both are negative, so both pressures lie between the two roots. The larger root exceeds \(p_s\) and \(P_d\), as a physical solution with outflow must, and the smaller root is discarded:

\[
P=\frac{b+\sqrt{b^2-4P_dp_s}}{2},\qquad b=P_d+p_s+\frac{F_c}{C}.
\]

The precursor flow is the fraction \(p_s/P\) of the outflow,

\[
F_p=C(P-P_d)\,\frac{p_s}{P}=Cp_s\left(1-\frac{P_d}{P}\right). \tag{6}
\]

The larger root grows with \(b\), and hence with \(F_c\). With this outlet law more carrier therefore still brings more precursor, but as long as \(p\simeq p_s\) holds, the flow cannot exceed the ceiling \(Cp_s\), which it approaches when \(P\gg P_d\). Extra carrier raises the pressure and dilutes the vapour. In the limit \(P_d\to0\), equation (5) gives \(P=p_s+F_c/C\), and (6) gives \(F_p=Cp_s\) whatever the carrier flow. Proportionality between \(F_p\) and \(F_c\) is thus a property of (1) at fixed \(P\), not of every bubbler.

With \(C=6.25\times10^{27}\) Å³/(eV s), the example has \(F_c/C=7.20\times10^{-9}\) eV/Å³ and \(b=10.2\times10^{-9}\) eV/Å³. In units of \(10^{-9}\) eV/Å³,

\[
P=\frac{10.2+\sqrt{10.2^2-4\times2.00\times1.00}}{2}
=\frac{10.2+9.80}{2}=10.0,
\]

which is the pressure used before. Doubling the carrier flow raises \(b\) to 17.4 and \(P\) to 17.3 in the same units. Equation (6), with \(Cp_s=6.25\times10^{18}\) s⁻¹, then gives

\[
F_p=6.25\times10^{18}\left(1-\frac{2.00}{17.3}\right){\rm s^{-1}}
=5.53\times10^{18}\ {\rm s^{-1}}.
\]

Twice the carrier delivers only 10.5 percent more precursor. This figure and the ceiling belong to the linear outlet law. An outflow proportional to \(P^2-P_d^2\), matched to the same steady state, gives 41 percent more on doubling and has no ceiling, since \(F_p\) then grows as \(\sqrt{F_c}\) at large flow. At one hundred times the original carrier flow, equation (6) gives \(6.23\times10^{18}\) s⁻¹, just below the ceiling. The pressure is then \(7.23\times10^{-7}\) eV/Å³ and the exponent in (2) about 0.008, so the neglected effect of the pressure on the liquid, though still below one percent for an ideal carrier, is larger than the remaining gap.

These steady values were tested by integrating the particle numbers in time, for a vessel with carrier inflow, evaporation at the rate \(G(p_s-p)\) and the outlet just described. With very fast evaporation the pressures and flows settle to those of (5) and (6). With the smaller coefficient \(G=1.0\times10^{29}\) Å³/(eV s) and the original carrier flow, the precursor flow settles at \(4.76\times10^{18}\) s⁻¹. Since \(Gp_s=1.0\times10^{20}\) s⁻¹, equation (4) gives \(1-s=0.048\), in agreement with the computed saturation of 0.952. The delivered flow is about 5 percent below the saturated one.

The same integration shows why steady state is needed. Take a gas volume of \(1.0\times10^{26}\) Å³ (0.1 litre), start with the vessel filled with carrier at the pressure \(P_d\), and let evaporation be fast. After 0.3 s the pressure has reached \(5.68\times10^{-9}\) eV/Å³ and is still rising. The precursor leaves at \(4.05\times10^{18}\) s⁻¹, whereas (3), evaluated with the pressures of that moment, gives \(9.62\times10^{18}\) s⁻¹. The gas composition is not at fault. At any moment the ratio of precursor to carrier in the outflow is \(p/(P-p)\), but part of the incoming carrier is still accumulating, so the carrier outflow is smaller than \(F_c\). The ratio of the two precursor values, 0.42, is the fraction of the carrier inflow that is leaving at that time.

Temperature acts on the delivery mainly through \(p_s\). To find how strongly, divide the coexistence condition \(\mu_g(\theta,p_s)=\mu_l(\theta,p_s)\) by \(\theta\) and differentiate along the coexistence line. At fixed pressure \(\partial(\mu/\theta)/\partial\theta=-h/\theta^2\), where \(h\) is the enthalpy per molecule, and at fixed temperature \(\partial\mu/\partial p\) is the volume per molecule. With \(v_g\) for the vapour,

\[
-\frac{h_g}{\theta^2}+\frac{v_g}{\theta}\frac{dp_s}{d\theta}
=-\frac{h_l}{\theta^2}+\frac{v}{\theta}\frac{dp_s}{d\theta}.
\]

Let \(L=h_g-h_l\) be the evaporation enthalpy per molecule. Neglecting \(v\) beside \(v_g=\theta/p_s\) gives the Clausius–Clapeyron relation

\[
\frac{dp_s}{d\theta}=\frac{Lp_s}{\theta^2},\qquad
\frac{d\ln p_s}{d\ln\theta}=\frac{L}{\theta}.
\]

At fixed \(P\) and \(F_c\), the logarithm of (1) is \(\ln F_c+\ln p_s-\ln(P-p_s)\). Its change with \(\ln p_s\) is \(1+p_s/(P-p_s)=P/(P-p_s)\), and therefore

\[
\frac{d\ln F_p}{d\ln\theta}=\frac{L}{\theta}\,\frac{P}{P-p_s}. \tag{7}
\]

The first factor is the relative growth of the saturation pressure. The second exceeds one because the additional vapour also leaves a smaller carrier share in the gas. For \(L=0.54\) eV the example gives \((0.54/0.027)(10/9)=22.2\), and the slope obtained from the minimised Gibbs energy agrees. A rise of 0.1 percent in absolute temperature increases the delivery by about 2.2 percent.

Evaporation also removes heat from the liquid at the rate \(LF_p=0.54\times5.00\times10^{18}=2.70\times10^{18}\) eV/s. If this heat flows in from a surrounding bath, the surface must be colder than the bath even in steady state, since heat flows only down a temperature difference. The pressure \(p_s\) in (1) must then be taken at the lower surface temperature, not at that of the bath. For fixed \(P\) and \(F_c\), equation (7) shows how sensitive the delivery is to that difference. The full set of computed values is in the numerical output below.

## Computed results

```
MODEL INPUTS
thermal energy k_B T = 0.027 eV
evaporation enthalpy = 0.54 eV per molecule
liquid volume per molecule = 300 A^3
saturation pressure = 1.00e-09 eV/A^3
headspace pressure = 1.00e-08 eV/A^3
downstream (reactor) pressure = 2.00e-09 eV/A^3
carrier flow = 4.50e+19 1/s
outlet conductance = 6.250e+27 A^3/(eV s)
headspace volume = 1.0e+26 A^3
finite evaporation coefficient = 1.0e+29 A^3/(eV s)
fast evaporation coefficient = 1.0e+33 A^3/(eV s)
SATURATED FLOW
precursor/carrier ratio, law = 0.111111
ratio, Gibbs minimum with liquid volume = 0.111123
liquid-pressure exponent = 1.00e-04
precursor flow = 5.000e+18 1/s
precursor flow = 8.303e-06 mol/s
total outflow = 5.000e+19 1/s
shortcut F_c p_s/P = 4.500e+18 1/s
shortcut shortfall = 10.0 percent
flow if reactor pressure is misused = 4.500e+19 1/s
overestimate factor from that misuse = 9.00
heat demand = 2.700e+18 eV/s
d ln F_p / d ln T, formula = 22.222
d ln F_p / d ln T, Gibbs minimum = 22.222
HEADSPACE INTEGRATION
steady pressure, fast evaporation = 1.0000e-08 eV/A^3
steady precursor flow = 5.0000e+18 1/s
pressure at doubled carrier flow = 1.7284e-08 eV/A^3
precursor flow at doubled carrier = 5.5268e+18 1/s
gain on doubling = 10.5 percent
precursor flow at 100 times carrier = 6.2327e+18 1/s
upper limit C p_s = 6.2500e+18 1/s
finite evaporation: saturation = 0.9524
finite evaporation: pressure = 9.9612e-09 eV/A^3
finite evaporation: precursor flow = 4.7575e+18 1/s
start-up time examined = 0.3 s
start-up pressure = 5.680e-09 eV/A^3
start-up actual precursor outflow = 4.049e+18 1/s
start-up outflow from steady law = 9.615e+18 1/s
```
